# Onsager's Low-Field Escape Probability for a Geminate Electron-Ion Pair

Q: You want to say how a weak field helps an electron escape from the ion it has just left. Both particles move, and they attract each other. Why should one equation for one vector be enough?

A: Because only their separation matters. Let the electron carry charge $-e$ and the ion $+e$, in a medium of uniform absolute permittivity $\epsilon$ at temperature $T$. I assume overdamped diffusion, no other carriers, and capture at contact, with the contact distance taken to zero for now. If $b_1,b_2$ are the drift velocities per unit force, the Einstein relation gives $D_i=b_ikT$.

Let $\mathbf r$ point from ion to electron, and let $\mathbf F$ be the total force on the electron, Coulomb plus field. The ion feels $-\mathbf F$: the Coulomb part is reversed by action and reaction, the field part because the charge is opposite. The separation therefore drifts at $b_1\mathbf F-b_2(-\mathbf F)=b\mathbf F$ with $b=b_1+b_2$. The independent random displacements add in variance, so $D=D_1+D_2=bkT$.

Let $P(\mathbf r)$ be the probability of eventual escape. In a short time $dt$ the separation changes by a step of mean $b\mathbf F\,dt$ and variance $2D\,dt$ per component. The chance of escape before the step equals its average after the step:

$$P=P+dt\,(b\mathbf F\cdot\nabla P+D\nabla^2P).$$

Dividing by $D\,dt$ leaves $\nabla^2P+(\mathbf F/kT)\cdot\nabla P=0$. The mobilities have dropped out.

Q: What are the natural scales?

A: The Coulomb energy has magnitude $kT$ at the Onsager radius

$$r_c=\frac{e^2}{4\pi\epsilon kT}.$$

I measure length in $r_c$, with $x=r/r_c$, and the field strength $E\ge0$ by $f=eEr_c/kT$. The $z$ axis lies along the field force on the electron, opposite to the electric field vector, and $\theta$ is the angle from it. Write $c=\cos\theta$ and let $\mathbf n$ be the radial unit vector. The scaled force is

$$\mathbf v=\frac{r_c\mathbf F}{kT}=-\frac{\mathbf n}{x^2}+f\hat{\mathbf z},$$

because $(r_c/kT)\,e^2/(4\pi\epsilon r^2)=r_c^2/r^2$. With derivatives now in scaled lengths,

$$\nabla^2P-\frac{1}{x^2}\frac{\partial P}{\partial x}+f\frac{\partial P}{\partial z}=0. \tag{1}$$

"Escape" also needs a definition. Let $P_{a,R}$ be the probability of reaching a sphere of radius $R$ before one of radius $a$. Then $P$ is its limit for $a\to0$, $R\to\infty$.

Q: Start without the field. What does (1) give?

A: $P$ depends on $x$ alone. Multiplying (1) by $x^2$ gives $x^2P''+2xP'=P'$. The left side is $y'$ with $y=x^2P'$, so $y'=y/x^2$ and $y=\text{const}\times e^{-1/x}$. Hence $P'\propto e^{-1/x}/x^2$, which is the derivative of $e^{-1/x}$ up to a constant factor. With $P=0$ at contact and $P=1$ far away,

$$P_0=e^{-1/x}=e^{-r_c/r}.$$

At large $x$ this is $1-1/x$: even a distant electron returns with probability about $1/x$.

Q: Now I object to any linear term. Average over all initial directions and reverse the field. Nothing can change, so the average must be even in the field and start at $E^2$.

A: Evenness does not imply a power series in $E^2$. A term proportional to the magnitude $|E|$ is also even. Whether it occurs has to be calculated, and ordinary perturbation theory does not settle it.

Put $P=P_0+fP_1$ in (1). At first order,

$$\nabla^2P_1-\frac1{x^2}\frac{\partial P_1}{\partial x}=-\frac{\partial P_0}{\partial z}=-\frac{c\,e^{-1/x}}{x^2}.$$

Try $P_1=g(x)c$. The left side becomes $c\,(g''+2g'/x-2g/x^2-g'/x^2)$. For $g=\tfrac12e^{-1/x}$ the terms with derivatives cancel, since $e^{-1/x}$ solves the field-free equation. The remaining term is $-2g/x^2=-e^{-1/x}/x^2$, as required. One may add a multiple of the field-free solution:

$$P_1=e^{-1/x}\left(\tfrac12c+C\right).$$

At infinity this tends to $\tfrac12c+C$, which no constant $C$ makes zero for all directions. So the expansion fails far away, and the average, which depends on $C$, is undecided.

Q: What happens far away that the expansion misses?

A: There the field is no small correction. Set $X=fx$ and $Z=fz$. Each derivative gains a factor $f$, while $1/x^2=f^2/X^2$. After division by $f^2$, (1) reads

$$\nabla_X^2P+\frac{\partial P}{\partial Z}-\frac{f}{X^2}\frac{\partial P}{\partial X}=0.$$

Write $P=1-fq$. At leading order $\nabla_X^2q+\partial q/\partial Z=0$. With $q=e^{-Z/2}h$,

$$\nabla_X^2q=e^{-Z/2}\left(\nabla_X^2h-h_Z+\tfrac14h\right),\qquad q_Z=e^{-Z/2}\left(h_Z-\tfrac12h\right),$$

and the sum gives $\nabla_X^2h=\tfrac14h$. The decaying spherical solution is a multiple of $e^{-X/2}/X$. The multiple is one, because at small $X$ we must recover $P_0\simeq1-1/x=1-f/X$. Thus

$$P\simeq1-\frac{f}{X}e^{-(X+Z)/2}=1-\frac1x+\frac f2(1+c)+\dots$$

The expansion holds for $1\ll x\ll1/f$. It agrees with the $\tfrac12c$ found near the ion and fixes $C=\tfrac12$.

The meaning is simple. Without a field, an electron that has wandered far off may still diffuse back. At distances of about $1/f$ and beyond, drift outweighs diffusion and makes these late returns rarer on average over directions. That helps whichever way the field points, hence the term in $|E|$.

Q: Barrier lowering suggests something else. The field lowers the Coulomb barrier by an amount proportional to $\sqrt E$. Why is there no $\sqrt E$ here?

A: Along the $z$ axis the energy in units of $kT$ is $-1/x-fx$. Its maximum is where $1/x^2=f$, at $x=1/\sqrt f$, with height $-2\sqrt f$. The lowering is therefore $2\sqrt f\,kT$. For $f\ll1$ this is much less than $kT$, and the saddle lies far outside $r_c$, where the energy is flat on the thermal scale. It is not a point of no return: an electron at $x=1/\sqrt f$ still has a return probability of about $\sqrt f$, which is small but much larger than a change of order $f$. The field makes returns rarer mainly at distances of order $1/f$ and beyond, much farther out, and this gives a change linear in $f$. A rate proportional to $e^{2\sqrt f}$ presupposes a barrier controlled by the saddle, which is not the situation in this limit.

Q: Matching two approximate solutions is persuasive, but I would not call it a proof. Can you do without it?

A: Yes. The two regions display the combinations

$$A=\frac1x,\qquad B=\frac f2(x+z)=\frac{fx(1+c)}2,$$

so look for a function of these two. Let $N_A$ and $N_B$ be independent Poisson variables with means $A$ and $B$. I claim that

$$P=F(A,B)=\Pr(N_B\ge N_A)=\sum_{n=0}^{\infty}\frac{e^{-B}B^n}{n!}\sum_{m=0}^{n}\frac{e^{-A}A^m}{m!}. \tag{2}$$

The Poisson variables are a device for handling the double sum; they count nothing in the medium.

Q: Then show that it satisfies (1). First the change of variables, please.

A: Away from the origin $\nabla^2(1/x)=0$ and $\nabla^2x=2/x$. Therefore

$$\nabla A=-\frac{\mathbf n}{x^2},\quad\nabla^2A=0,\quad\nabla B=\frac f2(\mathbf n+\hat{\mathbf z}),\quad\nabla^2B=\frac fx.$$

Since $\mathbf n\cdot\hat{\mathbf z}=c$, the products are

$$|\nabla A|^2=\frac1{x^4},\quad\nabla A\cdot\nabla B=-\frac{f(1+c)}{2x^2}=-\frac B{x^3},\quad|\nabla B|^2=\frac{f^2(1+c)}2=\frac{fB}x.$$

For the drift terms, use $fc=2B/x-f$:

$$\mathbf v\cdot\nabla A=\frac1{x^4}-\frac{fc}{x^2}=\frac1{x^4}-\frac{2B}{x^3}+\frac f{x^2},\qquad\mathbf v\cdot\nabla B=-\frac B{x^3}+\frac{fB}x.$$

Subscripts on $F$ denote derivatives. By the chain rule the left side of (1) is

$$|\nabla A|^2F_{AA}+2\nabla A\cdot\nabla B\,F_{AB}+|\nabla B|^2F_{BB}+(\mathbf v\cdot\nabla A)F_A+(\nabla^2B+\mathbf v\cdot\nabla B)F_B.$$

Insert the products, replace $1/x$ by $A$, and separate the terms with an explicit $f$:

$$A^3\big[A(F_{AA}+F_A)-B(2F_{AB}+2F_A+F_B)\big]+fA\big[BF_{BB}+(1+B)F_B+AF_A\big]. \tag{3}$$

Both brackets must vanish.

Q: And the derivatives of that double sum?

A: The Poisson weight $p_n=e^{-\lambda}\lambda^n/n!$ obeys $dp_n/d\lambda=p_{n-1}-p_n$. So differentiating an average with respect to the mean replaces $N$ by $N+1$ and subtracts the original. This gives

$$F_A=\Pr(N_B\ge N_A+1)-\Pr(N_B\ge N_A)=-G,\qquad G=\Pr(N_A=N_B),$$
$$F_B=\Pr(N_B+1\ge N_A)-\Pr(N_B\ge N_A)=H,\qquad H=\Pr(N_A=N_B+1).$$

Define two series,

$$S=\sum_{n\ge0}\frac{(AB)^n}{n!^2},\qquad W=\sum_{n\ge0}\frac{(AB)^n}{n!\,(n+1)!}.$$

Then $G=e^{-A-B}S$ and $H=Ae^{-A-B}W$. Termwise differentiation, with the index shifted by one, gives $S_A=BW$ and $S_B=AW$. Hence

$$G_A=-G+\frac BAH,\qquad G_B=-G+H,$$

and, since $F_A=-G$,

$$F_{AA}=G-\frac BAH,\qquad F_{AB}=G-H.$$

In the first bracket of (3), $A(F_{AA}+F_A)=-BH$. Also $2F_{AB}+2F_A+F_B=2G-2H-2G+H=-H$, which contributes $+BH$. The sum is zero.

For the second bracket, note that $BHe^{A+B}=ABW$. Its $B$ derivative is

$$\sum_{n\ge0}\frac{(n+1)A^{n+1}B^n}{n!\,(n+1)!}=A\sum_{n\ge0}\frac{(AB)^n}{n!^2}=AS.$$

Differentiating the product on the left and multiplying by $e^{-A-B}$ yields $BH_B+H+BH=AG$. As $F_B=H$ and $AF_A=-AG$, the second bracket is zero too.

Q: A differential equation has many solutions. Why is this one the escape probability?

A: Compare $F$ with $P_{a,R}$ on the two spheres. On the outer one $P_{a,R}=1$, while $N_A=0$ already guarantees $N_B\ge N_A$, so

$$e^{-1/R}\le F\le1.$$

On the inner one $P_{a,R}=0$. The event $N_B\ge N_A$ requires $N_A=0$ or $N_B\ge1$, and $\Pr(N_B\ge1)=1-e^{-B}\le B\le fa$. Thus

$$0\le F\le e^{-1/a}+fa.$$

The difference $F-P_{a,R}$ solves (1) in the shell. By the maximum principle for such an equation, it has its largest and smallest values on the boundary. Everywhere between the spheres, therefore,

$$|F-P_{a,R}|\le\max\left(1-e^{-1/R},\;e^{-1/a}+fa\right).$$

The right side vanishes as $a\to0$ and $R\to\infty$, so $F=P$. As an independent test, (1) was solved numerically at $f=1$ with a small sink and a distant outer sphere. At the points compared, the result differs from (2) by at most $7\times10^{-6}$ in probability.

Q: Good. Now extract the weak-field law, with control of what you drop.

A: Expand in $B$ at fixed $A$. At $B=0$ we have $N_B=0$, so $F=\Pr(N_A=0)=e^{-A}$ and $F_B=\Pr(N_A=1)=Ae^{-A}$. Applying the differentiation rule once more,

$$F_{BB}=\Pr(N_A=N_B+2)-\Pr(N_A=N_B+1).$$

This is a difference of two probabilities, so its magnitude is at most one. Taylor's theorem gives

$$P=e^{-A}(1+AB)+\rho,\qquad|\rho|\le\tfrac12B^2.$$

The separation cancels in $AB=\tfrac12f(1+c)$. In ordinary units, at fixed $r$,

$$P=e^{-r_c/r}\left[1+\frac{er_cE}{2kT}(1+\cos\theta)+O(E^2)\right]. \tag{4}$$

For isotropic initial directions $\langle\cos\theta\rangle=0$, and inserting $r_c$ gives

$$\bar P=e^{-r_c/r}\left[1+\frac{e^3}{8\pi\epsilon k^2T^2}E+O(E^2)\right]. \tag{5}$$

The coefficient is the slope relative to the zero-field probability. The slope of $\bar P$ itself has the further factor $e^{-r_c/r}$. One power of $1/T$ comes from the field energy over $kT$, the other from $r_c$.

Q: Equation (4) says that an electron starting at $\theta=\pi$ gains nothing. Is that just the first order?

A: No. At $\theta=\pi$ we have $B=0$ for every field, so (2) gives $P=e^{-r_c/r}$ whatever $E$ is. For any other fixed direction $B\to\infty$ as $E\to\infty$, and $P\to1$. The excluded direction has no weight in the isotropic average, so $\bar P$ also tends to one. The linear law cannot continue indefinitely.

Q: Where does it begin to fail?

A: The next term tells us. At $B=0$, $F_{BB}=\Pr(N_A=2)-\Pr(N_A=1)=e^{-A}(\tfrac12A^2-A)$. Since $\langle(1+c)^2\rangle=1+\tfrac13=\tfrac43$, we have $\langle B^2\rangle=f^2x^2/3$. The relative second-order term is

$$\frac12\cdot\frac{f^2x^2}3\left(\frac1{2x^2}-\frac1x\right)=\frac{f^2}{12}(1-2x).$$

So

$$\frac{\bar P}{P_0}=1+\frac f2+\frac{f^2}{12}\left(1-\frac{2r}{r_c}\right)+\dots \tag{6}$$

The curve initially bends upward for $r<r_c/2$ and downward for $r>r_c/2$. Angular quadrature of (2) at $x=0.2$, $0.6$ and $2$ gives a first-order coefficient of $0.500$ each time. The second-order coefficients are $0.050$, $-0.017$ and $-0.247$; (6) gives $0.050$, $-0.017$ and $-0.250$. The small gap at $x=2$ is the third-order term entering a finite difference taken at $f=0.01$ and $0.02$. For large $x$ the ratio of the second to the first term is about $-fx/3$, so a small $f$ is then not enough: $fx=eEr/kT$ must be small as well.

Q: Suppose I do not know $r$. Is the result still usable?

A: The relative slope does not need it. Suppose the initial distances have a field-independent distribution, isotropic in direction, with finite $\langle r^2\rangle$. Averaging (5) multiplies the intercept and the slope by the same $\langle e^{-r_c/r}\rangle$. The averaged remainder is at most $\tfrac12\langle B^2\rangle=f^2\langle x^2\rangle/6$, still second order. The ratio of slope to intercept remains $e^3/(8\pi\epsilon k^2T^2)$. A field-independent number of pairs created also cancels from this ratio.

Q: Put in numbers.

A: Take round model parameters: relative permittivity 3, $T=300$ K and $r=5.0$ nm. Then $kT=25.85$ meV and $r_c=18.57$ nm, so $r_c/r=3.713$ and $P_0=e^{-3.713}=0.0244$. About one pair in forty escapes without a field. The linear coefficient is

$$\frac{er_c}{2kT}=\frac{18.57\times10^{-9}\ \text{m}}{2\times0.02585\ \text{V}}=3.59\times10^{-7}\ \text{m/V},$$

or $1.85\times10^5$ in atomic units. Here is the averaged probability from (2) beside the linear law:

| $E$ (V/m) | $f$ | $\bar P$ | linear law |
|---|---|---|---|
| $10^5$ | 0.072 | 0.0253 | 0.0253 |
| $10^6$ | 0.718 | 0.0336 | 0.0332 |
| $10^7$ | 7.18 | 0.148 | 0.112 |

At $10^6$ V/m the linear law is low by about 1.4% of $\bar P$, although the linear term is already 0.36. The reason is the small second coefficient: with $r/r_c=0.269$, (6) adds $0.718^2(1-0.539)/12=0.020$. This brings the ratio $\bar P/P_0$ from 1.359 to 1.379, against 1.378 from (2). At $10^7$ V/m the linear law is low by 24%. The second-order term would raise the ratio from 4.59 to 6.57, while (2) gives 6.07, so higher orders matter there.

Direction matters too. At $10^6$ V/m, $P$ is 0.0244 for $\cos\theta=-1$, 0.0335 for $\cos\theta=0$ and 0.0433 for $\cos\theta=1$. The first is the zero-field value, as it must be.

Q: One assumption still bothers me. A real ion does not capture at zero distance.

A: Give the sink a radius $a$, in units of $r_c$. The field-free solution that vanishes at $a$ is

$$P_0=\frac{e^{-1/x}-e^{-1/a}}{1-e^{-1/a}}\simeq1-\frac Kx\quad(x\gg1),\qquad K=\frac1{1-e^{-1/a}}.$$

The distant solution is now $1-K(f/X)e^{-(X+Z)/2}$, whose expansion contains $\tfrac12Kf(1+c)$. Near the ion, the first-order source $-\partial P_0/\partial z$ is proportional to $\cos\theta$, so the angular average of the correction obeys the field-free equation. It also vanishes at the sink and is therefore a multiple of $P_0$. Matching gives

$$\frac{\bar P}{P_0}=1+\frac{Kf}2+\dots$$

This is leading-order matching, not a consequence of (2), so it was tested separately. A numerical solution of (1) with $a=0.5$, $x=1$ and $f=0.02$ gives a relative slope of 0.577. The formula gives $K/2=0.578$, and a point sink would give 0.5. The coefficient in (5) thus requires a capture radius well below $r_c$; the relative correction $K-1$ is then about $e^{-r_c/a}$, with $a$ now in ordinary units.

Q: So when should I distrust the coefficient altogether?

A: When an assumption behind (1) or the average fails. The motion is the diffusion assumed only if the Coulomb energy gained over one free path $\lambda$ is small against $kT$. At separation $r$ this means $\lambda\ll r^2/r_c$, which for $r<r_c$ is stricter than $\lambda\ll r_c$; in the example $r^2/r_c$ is only 1.3 nm. A longer free path raises the escape probability: for free flights ended by fully thermalizing collisions with $\lambda=0.05\,r_c$ (0.9 nm), the zero-field value is about 0.030 instead of 0.0244. If the initial directions are biased along the field axis, (4) replaces the factor 1 by $1+\langle\cos\theta\rangle$. Other charges act in two ways. Screening alone, over a length much larger than $r_c$, only changes $K$ slightly and leaves the linear term. Capture of the electron by other charges matters more, because it removes the late returns that the field would otherwise suppress. With a loss length $1/\kappa$ in units of $r_c$, the distant return probability decays as $e^{-fz/2}e^{-x\sqrt{\kappa^2+f^2/4}}/x$, and the gain $f/2$ in avoiding the parent ion becomes $\sqrt{\kappa^2+f^2/4}-\kappa$. The coefficient therefore requires a loss length much larger than $r_c/f=kT/(eE)$.

## Computed values

```
TESTS (reduced units: length r_c, field kT/(e r_c))
field f in direct solution: 1.0
largest gap, direct vs Poisson P: 6.9e-06
largest residual of equation: 2.3e-41
x=0.2: average slope 0.50000, second order 0.0500
x=0.6: average slope 0.50000, second order -0.0168
x=2.0: average slope 0.49998, second order -0.2473
finite sink: a=0.5, x=1.0, f=0.02
finite sink: K = 1.1565
finite sink: slope direct 0.5767, K/2 = 0.5783
EXAMPLE
relative permittivity: 3.0
temperature: 300 K
initial separation r: 5.0 nm
thermal energy kT: 25.852 meV
Onsager radius r_c: 18.567 nm
r_c/r: 3.7134
r/r_c: 0.2693
zero-field escape probability: 0.02440
linear coefficient: 3.5910e-07 m/V
linear coefficient: 1.8466e+05 atomic units
coefficient from P_avg: 3.5912e-07 m/V
field where linear term is 1: 2.7848e+06 V/m
E=1e+05 V/m: f=0.07182, linear term 0.03591
  P_avg=0.02528, linear law 0.02527
  P_avg/P0=1.03611
E=1e+06 V/m: f=0.71819, linear term 0.35910
  P_avg=0.03363, linear law 0.03316
  P_avg/P0=1.37846
E=1e+07 V/m: f=7.18195, linear term 3.59097
  P_avg=0.14817, linear law 0.11200
  P_avg/P0=6.07348
E=1e+06 V/m, cos=-1: P=0.02440, linear 0.02440
E=1e+06 V/m, cos=+0: P=0.03351, linear 0.03316
E=1e+06 V/m, cos=+1: P=0.04332, linear 0.04192
```
